# The massless one-loop form factor, spacelike and timelike

## Question

A massless fermion of charge $e$ scatters from an external vector current. Its incoming and outgoing momenta are $p$ and $p'$, with $p^2=p'^2=0$ and $q=p'-p$. In the spacelike region $Q^2=-q^2=2p\cdot p'>0$. Work in $d=4-2\epsilon$ dimensions and in Feynman gauge, with $\mathrm{Tr}\,1=4$. Vacuum polarization is not counted as part of the form factor. The one-loop vertex correction is

$$\delta\Gamma^\mu=-ie_0^2\int\!\frac{d^dk}{(2\pi)^d}\,\frac{\gamma^\alpha(\not p'+\not k)\gamma^\mu(\not p+\not k)\gamma_\alpha}{D_0D_1D_2},$$

$$D_0=k^2,\qquad D_1=(k+p)^2,\qquad D_2=(k+p')^2,$$

where each denominator carries $+i0$. The prefactor is the product of two vertices $(-ie_0)^2$, two fermion factors $i^2$ and the photon factor $-i$. Write $F=1+\delta F$ for the coefficient of $\gamma^\mu$ between the external spinors.

## Part (a)

**Show that $\gamma^\mu$ is the sole structure, and express the projected numerator through $D_0,D_1,D_2$.**

**Answer.** After integration, the vertex contains an odd number of gamma matrices built from $\gamma^\mu,\not p,\not p'$. Between spinors, $\bar u(p')\not p'=0$ and $\not p\,u(p)=0$, so terms such as $p^\mu\not p$ and $p^\mu\not p'$ vanish. The remaining product also reduces:

$$\not p\gamma^\mu\not p'=2p^\mu\not p'-\gamma^\mu\not p\not p'\;\to\;-\gamma^\mu(2p\cdot p'-\not p'\not p)\;\to\;-Q^2\gamma^\mu .$$

The trace $\mathrm{Tr}[\not p'\,\Gamma^\mu\not p\,\gamma_\mu]$ removes the same terms, because $\not p\not p=\not p'\not p'=0$. Dividing by its tree value therefore extracts $\delta F$. Since $\gamma^\mu\not p\gamma_\mu=(2-d)\not p$, the tree value is $4(2-d)\,p\cdot p'=-2(2-\eta)Q^2$, with $\eta=4-d=2\epsilon$.

Let $a=p'+k$ and $b=p+k$. The required contractions are

$$\gamma^\alpha\not a\gamma^\mu\not b\gamma_\alpha=-2\not b\gamma^\mu\not a+\eta\not a\gamma^\mu\not b,\qquad
\gamma^\mu\not a\not p\gamma_\mu=4a\cdot p-\eta\not a\not p .$$

Define $X=(a\cdot p)(b\cdot p')$, $Y=(b\cdot p)(a\cdot p')$ and $Z=(p\cdot p')(a\cdot b)$. The four-matrix traces are $\mathrm{Tr}[\not p'\not b\not a\not p]=4(X-Y+Z)$ and $\mathrm{Tr}[\not p'\not a\not b\not p]=4(Y-X+Z)$. The projected trace is thus

$$\begin{aligned}
T&=4\{-2[4X-\eta(X-Y+Z)]+\eta[4Y-\eta(Y-X+Z)]\}\\
&=-4(2-\eta)\,[(4+\eta)X-\eta Y-\eta Z].
\end{aligned}$$

Division by the tree trace gives $N=(2/Q^2)[(4+\eta)X-\eta Y-\eta Z]$. From $2p\cdot k=D_1-D_0$ and $2p'\cdot k=D_2-D_0$,

$$Y=\tfrac14(D_1-D_0)(D_2-D_0),\qquad Z=\tfrac{Q^2}{4}(Q^2+D_1+D_2),$$

$$X=\tfrac14(Q^2+D_1-D_0)(Q^2+D_2-D_0)=\tfrac{Q^2}{4}(Q^2+D_1+D_2-2D_0)+Y .$$

The terms proportional to $\eta(D_1+D_2)$, $\eta Q^2$ and $\eta Y$ cancel, leaving

$$N=2Q^2+2(D_1+D_2)-(4+2\epsilon)D_0+\frac{2}{Q^2}(D_1-D_0)(D_2-D_0).$$

## Part (b)

**Reduce the correction to the triangle $C=\int 1/(D_0D_1D_2)$ and the bubble $B=\int 1/(D_1D_2)$, where $\int$ includes $d^dk/(2\pi)^d$.**

**Answer.** An integral without any scale is zero in dimensional regularization, its ultraviolet and infrared parts being continued separately in $d$. This applies to $\int1/D_i$. It also applies to $\int1/(D_0D_1)$ and $\int1/(D_0D_2)$, whose external momenta are lightlike. The terms $2(D_1+D_2)$ in $N$ therefore contribute nothing.

For the last term,

$$\frac{(D_1-D_0)(D_2-D_0)}{D_0D_1D_2}=\frac1{D_0}-\frac1{D_1}-\frac1{D_2}+\frac{D_0}{D_1D_2}.$$

In the surviving piece put $l=k+p$, so that $D_1=l^2$, $D_2=(l+q)^2$ and $D_0=l^2-2p\cdot l$. The $l^2$ cancels $D_1$ and leaves a scaleless integral. The substitution $l\to-l-q$ shows that $\int l^\mu/(D_1D_2)=-\tfrac12q^\mu B$. Hence $\int D_0/(D_1D_2)=p\cdot q\,B=\tfrac12Q^2B$, which the prefactor $2/Q^2$ turns into $B$. Altogether

$$\delta F=-ie_0^2\,[\,2Q^2C-(3+2\epsilon)B\,].$$

## Part (c)

**Evaluate $B$ and $C$ without expanding in $\epsilon$.**

**Answer.** The Wick rotation $l^0=il_E^0$ and the $d$-dimensional solid angle $2\pi^{d/2}/\Gamma(d/2)$ leave a radial Beta integral, so that

$$\int\!\frac{d^dl}{(2\pi)^d}\frac1{(l^2-\Delta)^n}=\frac{(-1)^n i}{(4\pi)^{d/2}}\frac{\Gamma(n-d/2)}{\Gamma(n)}\Delta^{d/2-n}.$$

For the bubble, $n=2$ and $\Delta=x(1-x)Q^2$. With $\int_0^1dx\,[x(1-x)]^{-\epsilon}=\Gamma(1-\epsilon)^2/\Gamma(2-2\epsilon)$,

$$B=\frac{i(Q^2)^{-\epsilon}}{(4\pi)^{2-\epsilon}}\frac{G}{\epsilon(1-2\epsilon)},\qquad
G=\frac{\Gamma(1+\epsilon)\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)} .$$

For the triangle, give $D_1$ and $D_2$ the Feynman weights $x$ and $y$. Completing the square with $l=k+xp+yp'$ yields $\Delta=(xp+yp')^2=xyQ^2$. The factor $2$ from the Feynman formula cancels $1/\Gamma(3)$:

$$C=-\frac{i\,\Gamma(1+\epsilon)}{(4\pi)^{2-\epsilon}}(Q^2)^{-1-\epsilon}\int_{x+y<1}\!dx\,dy\,(xy)^{-1-\epsilon}.$$

Set $x=st$ and $y=s(1-t)$, with Jacobian $s$. For $\epsilon<0$ the integral converges to

$$\left(-\frac1{2\epsilon}\right)\frac{\Gamma(-\epsilon)^2}{\Gamma(-2\epsilon)}=\frac{\Gamma(-\epsilon)^2}{\Gamma(1-2\epsilon)}=\frac{\Gamma(1-\epsilon)^2}{\epsilon^2\,\Gamma(1-2\epsilon)} .$$

Therefore

$$C=-\frac{i(Q^2)^{-1-\epsilon}}{(4\pi)^{2-\epsilon}}\frac{G}{\epsilon^2}.$$

The endpoint $s\to0$ is the soft region and the endpoints $t\to0,1$ are the collinear ones. Each supplies one power of $1/\epsilon$, and their overlap gives the double pole.

## Part (d)

**Use the $\overline{\mathrm{MS}}$ convention $e_0^2=e^2\mu^{2\epsilon}(e^{\gamma}/4\pi)^\epsilon$, with $\gamma$ Euler's constant, and expand through the finite term. What is the origin of the poles?**

**Answer.** Insert $B$ and $C$, using $(-i)(-i)=-1$ for the triangle and $(-i)(-1)(i)=-1$ for the bubble. With $e^2=4\pi\alpha$,

$$\begin{aligned}
\delta F&=\frac{\alpha}{4\pi}\left(\frac{\mu^2}{Q^2}\right)^{\!\epsilon}e^{\gamma\epsilon}G\left[-\frac2{\epsilon^2}-\frac{3+2\epsilon}{\epsilon(1-2\epsilon)}\right]\\
&=-\frac{\alpha}{4\pi}\left(\frac{\mu^2}{Q^2}\right)^{\!\epsilon}e^{\gamma\epsilon}G\,\frac{2-\epsilon+2\epsilon^2}{\epsilon^2(1-2\epsilon)} .
\end{aligned}$$

The rational factor expands as

$$(2-\epsilon+2\epsilon^2)(1+2\epsilon+4\epsilon^2+\dots)=2+3\epsilon+8\epsilon^2+O(\epsilon^3).$$

From $\ln\Gamma(1+z)=-\gamma z+\pi^2z^2/12+O(z^3)$,

$$\ln(e^{\gamma\epsilon}G)=(\gamma-\gamma+2\gamma-2\gamma)\epsilon+\frac{\pi^2}{12}(1+2-4)\epsilon^2+O(\epsilon^3)=-\frac{\pi^2\epsilon^2}{12}+O(\epsilon^3).$$

Multiplied by $-2/\epsilon^2$, this supplies $+\pi^2/6$. The result is

$$\boxed{\delta F=\frac{\alpha}{4\pi}\left(\frac{\mu^2}{Q^2}\right)^{\!\epsilon}\left[-\frac2{\epsilon^2}-\frac3\epsilon-8+\frac{\pi^2}{6}+O(\epsilon)\right]}$$

At $Q=\mu$ and $\epsilon=-0.01$ the unexpanded bracket is $-19706.277$, while the four displayed terms give $-19706.355$. The difference, $0.078$, is the size of the neglected $O(\epsilon)$ remainder there.

The remaining poles are infrared. At large loop momentum, averaging over directions replaces $l^\mu l^\nu$ by $g^{\mu\nu}l^2/d$, and the coefficient of $l^2$ in $N$ becomes

$$4-(8-d)+\frac4d=\frac{(d-2)^2}{d}\;\to\;1 .$$

The vertex consequently has an ultraviolet pole $(\alpha/4\pi)(+1/\epsilon)$. With $S=1/\not p$, the identity $\partial S/\partial p^\mu=-S\gamma_\mu S$ makes the vertex correction $\delta\Gamma_\mu$ at zero momentum transfer equal to $-\partial\Sigma/\partial p^\mu$. Here the self-energy $\Sigma=-ie_0^2\int\gamma^\alpha S(p+k)\gamma_\alpha/k^2$ enters the propagator as $i/(\not p-\Sigma)$. If its ultraviolet-divergent part is $\sigma\not p$, the residue of the propagator receives $+\sigma$ while the vertex correction receives $-\sigma\gamma_\mu$. The ultraviolet pole does not depend on the momentum transfer, so the ultraviolet part of the spinor residue $Z_2$ cancels it. The on-shell massless $\Sigma$ is scaleless, so $Z_2=1$: its ultraviolet part $-1/\epsilon$ is balanced by an infrared $+1/\epsilon$. The formula for $\delta F$ is thus unchanged, but all its poles are now infrared.

They signal that a massless charged particle cannot be separated from the same particle accompanied by soft or collinear photons. A cross section needs those degenerate processes as well. When the current creates the pair, adding real photon emission removes every pole from the total rate. When the fermion is incoming, emission into the final state removes the double pole but leaves a collinear single pole in any quantity sensitive to the momentum fraction the fermion retains. Any nonzero fermion mass $m$, even $m\ll Q$, changes the result. The triangle then has $\Delta=s^2[m^2+t(1-t)Q^2]$, the $t$ integral is finite and close to $(2/Q^2)\ln(Q^2/m^2)$, and only the soft pole remains, with the collinear poles replaced by logarithms of $Q^2/m^2$. The boxed poles and finite term therefore belong to the strictly massless case.

## Part (e)

**Continue to $q^2=s>0$, and find $|F(s)|^2/|F(-s)|^2$ through order $\alpha$, where the argument of $F$ is $q^2$.**

**Answer.** The $+i0$ in the propagators turns $\Delta$ into $\Delta-i0$, so the continuation is $Q^2\to-s-i0=s\,e^{-i\pi}$. Then

$$\left(\frac{\mu^2}{Q^2}\right)^{\!\epsilon}\to\left(\frac{\mu^2}{s}\right)^{\!\epsilon}e^{i\pi\epsilon},\qquad e^{i\pi\epsilon}=1+i\pi\epsilon-\frac{\pi^2\epsilon^2}{2}+O(\epsilon^3).$$

Against $-2/\epsilon^2$ the phase produces $-2\pi i/\epsilon+\pi^2$. Against $-3/\epsilon$ it produces $-3\pi i$. Hence

$$\boxed{\delta F=\frac{\alpha}{4\pi}\left(\frac{\mu^2}{s}\right)^{\!\epsilon}\left[-\frac2{\epsilon^2}-\frac{3+2\pi i}{\epsilon}-8+\frac{7\pi^2}{6}-3\pi i+O(\epsilon)\right]}$$

In this region the current creates a pair. $D_1$ and $D_2$ can vanish together with the fermion and the antifermion both carrying positive energy and their momenta adding up to $q$. For spacelike $q$ this is impossible, because the sum of two positive-energy lightlike momenta has nonnegative square. The imaginary part comes from this on-shell pair, which rescatters by photon exchange.

Since $|F|^2=1+2\,\mathrm{Re}\,\delta F+O(\alpha^2)$, the poles common to both regions cancel in the ratio and the imaginary pole does not enter. The real brackets differ by $\pi^2$, so as $\epsilon\to0$

$$\frac{|F(s)|^2}{|F(-s)|^2}=1+2\,\frac{\alpha}{4\pi}\,\pi^2+O(\alpha^2)=1+\frac{\pi\alpha}{2}+O(\alpha^2).$$

## Part (f)

**Take $\mu=10$ GeV and $Q=\sqrt s=100$ GeV, with $\alpha=1/137.036$. Find the finite terms after expanding the scale factor too, and the ratio of part (e).**

**Answer.** Let $L=\ln(Q^2/\mu^2)=\ln100=4.6052$. Multiplying the spacelike bracket by $e^{-\epsilon L}=1-\epsilon L+\epsilon^2L^2/2+\dots$ gives

$$-\frac2{\epsilon^2}+\frac{2L-3}{\epsilon}-L^2+3L-8+\frac{\pi^2}{6}.$$

The single-pole coefficient is $6.210$. The finite part is

$$-21.208+13.816-6.355=-13.747 .$$

With $\alpha/4\pi=5.807\times10^{-4}$, it contributes $-0.00798$ to $F$.

The timelike expansion follows from $L\to L-i\pi$. Its single-pole coefficient is $6.210-6.283i$, and its finite part is

$$-13.747+\pi^2+i\pi(2L-3)=-3.878+19.510i,$$

which contributes $-0.00225+0.01133i$ to $F$. The added $\pi^2$ offsets much of the negative real part at these scales.

These finite parts depend on $\mu$ and on the convention for removing poles, so neither is a measurable correction by itself. The ratio is free of that dependence at this order: $\pi\alpha/2=0.01146$, so $|F|^2$ is about $1.15\%$ larger in the timelike region than at the spacelike point of equal $|q^2|$. The running of $\alpha$ alters this at higher order, but by more than the last digit shown: $\alpha\approx1/129$, appropriate near $100$ GeV, would give $1.22\%$. At fixed $\mu$, the term $-(\alpha/4\pi)L^2$ grows in size as $Q$ rises above $\mu$. Once $(\alpha/4\pi)L^2$ is no longer small, the finite part is no longer a small correction to $F=1$. The choice $\mu=Q$ gives $L=0$ and removes this term from the finite part.

Numbers in the example were calculated in double precision.
